Next-reaction kinetic Monte Carlo for lattice hops with reused random numbers

**Two clocks**

Take two possible hops, 1 and 2. Hop 2 has rate a, so its waiting time is exponential with mean 1/a, and its alarm is set to ring at time τ. Before it rings, hop 1 occurs at time t and removes a neighbour of the second atom, whose hop rate becomes b. Must a new random number be drawn for hop 2?

Given that clock 2 has not yet rung, the exponential law has no memory:

P(τ − t > s | τ > t) = e^(−a(t+s)) / e^(−at) = e^(−as).

The remaining wait is as good as new, but for the wrong rate. Stretch it by a/b:

τ′ = t + (a/b)(τ − t).

Then, for b > 0,

P(τ′ − t > s) = P(τ − t > bs/a) = e^(−a·bs/a) = e^(−bs),

which is the law of a fresh clock of rate b. The old random number has been reused without bias. This is the Gibson–Bruck next-reaction step.

A clock from the example treated below shows the arithmetic. At t = 0.005357 s a neighbouring atom hops away, and the rate of one channel falls from 0.331629 to 0.140032 s⁻¹. Its alarm stood at 8.003965 s. The quantity carried over is

R = 0.331629 × (8.003965 − 0.005357) = 2.6526,

and the new alarm is

τ′ = 0.005357 + 2.6526/0.140032 ≈ 18.948 s.

R is a pure number, the hazard still to be used up. Time is stretched while R is kept.

**Many channels**

On a lattice a channel j is a directed bond, from one site to a neighbour. Its rate a_j is zero if the origin is empty or the target is occupied. Two assumptions are made: the rates stay constant between events, and they are fixed by the history of configurations and event times, never by the values of pending alarms.

Give every channel an independent number R_j with P(R_j > r) = e^(−r), including channels that are idle. A running channel has

τ_j = t + R_j/a_j.

Let a₀ = Σ a_j > 0. Ask for the joint probability that channel μ fires first, after a wait between Δ and Δ + dΔ, and that every loser j has more than r_j of its hazard left. Channel μ must have R_μ in an interval of width a_μ dΔ at a_μΔ. Each loser must have started with more than a_jΔ + r_j. Since the numbers are independent, the probabilities multiply:

a_μ dΔ e^(−a_μΔ) ∏_{j≠μ} e^(−a_jΔ − r_j)
= a_μ e^(−a₀Δ) dΔ · ∏_{j≠μ} e^(−r_j).

The first factor is the law required of a continuous-time Markov chain: an exponential wait of total rate a₀, and channel μ chosen with probability a_μ/a₀. The second factor says that the losers' residuals are again independent unit exponentials, and independent of which event happened and when. For idle channels a_j = 0, and the same formula leaves their numbers untouched.

Only the winner has spent its number. Drawing a new one for it restores the initial situation, now with the rates of the new configuration. By induction the whole sequence of events and times has the correct law.

If a rate changes between positive values, keeping R_j gives the stretching rule. If it falls to zero, R_j is stored; on revival at rate a″ the alarm is set to t + R_j/a″.

The reused numbers are not independent of their own earlier values, since a loser goes from R_j to R_j − a_jΔ. What the proof needs, and supplies, is independence from the observed history.

**A rule that breaks the proof**

Suppose someone tidies the queue by redrawing every clock whose residual exceeds a cutoff c. This decision looks at the pending number. Residuals below c contribute ∫₀ᶜ r e^(−r) dr = 1 − (1 + c)e^(−c) to the mean. The redrawn fraction e^(−c) contributes e^(−c) × 1. The new mean is

1 − (1 + c)e^(−c) + e^(−c) = 1 − c e^(−c) < 1,

so hops come too early; at c = 1 the mean is 0.63. Redrawing all clocks, or a set chosen from the configuration alone, is harmless. In particular, an idle channel may receive a fresh number on revival, at the price of an extra draw.

A stop at a prescribed time is also harmless. If no event occurs during a further time s,

P(R_j > a_j s + r_j for all j) = e^(−a₀s) ∏ e^(−r_j),

and the residuals are unit exponentials at that moment too. A temperature step at a prescribed time can therefore be handled by rescaling every running clock. Under a continuous ramp the alarm must instead solve ∫ a_j(t′)dt′ = R_j; a single ratio of rates no longer suffices.

**Pseudocode**

Exp(1) denotes a fresh unit exponential; a[c], τ[c] and R[c] belong to channel c.

    initialise:
      t = 0
      for every channel c:
        a[c] = 0; τ[c] = ∞; R[c] = Exp(1)
      refresh every occupied site

    set_rate(c, new):
      if new == a[c]: return
      if a[c] > 0: R[c] = a[c]·(τ[c] − t)
      a[c] = new
      if new > 0:
        τ[c] = t + R[c]/new
        push (τ[c], c) on the heap
      else:
        τ[c] = ∞

    step:
      discard heap tops whose time is not τ[c]
      if the heap is empty: stop
      (t, c) = heap top; c is the hop i → k
      τ[c] = t + Exp(1)/a[c]
      move the atom from i to k
      for s in {i, k} and their occupied neighbours:
        refresh(s)

    refresh(s):
      set_rate for each bond leaving s

The new draw is divided by the old rate because set_rate multiplies by that rate when it stores the residual. Here the fired bond always becomes idle, since its origin is now empty. For an event that may keep its rate after firing, such as deposition from a steady flux, the new alarm must be pushed explicitly, or the channel disappears from the queue.

**Which rates to refresh, and the cost**

Let the rate of a bond s → u depend on the occupation of s, of u, and of the neighbours of s. As u is itself a neighbour of s, a hop i → k can alter the rate only if s is i or k, or has one of them as a neighbour. Empty sites other than i have no running bonds, before or after. This proves the list in the pseudocode.

With eight neighbours per site there are at most 2 + 7 + 7 = 16 such origins, hence 128 bonds, whatever the lattice size. If the rate also depended on the neighbours of u, the list would have to reach one shell further; otherwise some rates would silently go out of date.

Each push or pop costs a time logarithmic in the heap length. Obsolete entries are removed when they reach the top, and each is removed once. Entries with remote alarm times can accumulate when rates are widely spread; rebuilding the heap from the current finite alarms cures this. An indexed heap avoids the surplus by moving entries in place.

**Rounding**

Absolute time grows while remaining waits do not. In double precision t carries a rounding error of order 10⁻¹⁶ t, so the residual hazard of a channel of rate a carries an error of order 10⁻¹⁶ a t. The scheme is safe while a t ≪ 10¹⁶ for the fastest channel. In longer runs one shifts the origin of time, subtracting the same amount from t, from all alarms and from all heap entries. Taking rates from a table indexed by neighbour counts makes unchanged rates compare as equal and spares needless updates.

**Example: oxygen in alpha-zirconium**

Oxygen dissolved in the metal beneath a growing oxide occupies octahedral sites, which form a simple hexagonal lattice with six basal neighbours and two along c. Rough round parameters are used: T = 673 K (k_BT = 0.05799 eV), spacings 0.32 nm (basal) and 0.26 nm (c), barriers 1.9 and 2.0 eV, attempt frequency ν = 10¹³ s⁻¹, and neighbour repulsions of 0.05 eV (basal) and 0.10 eV (c). The rate of an allowed hop is

a = ν exp[−(E_b − U)/k_BT],

where U is the repulsion felt at the origin. The saddle energy is taken as independent of the neighbours. If E_r is the energy of the other atoms, then

e^(−(E_r+U)/k_BT) · ν e^(−(E_b−U)/k_BT) = ν e^(−(E_r+E_b)/k_BT),

which is the same for the reverse hop. This is detailed balance, so the stationary state is the Boltzmann distribution.

An isolated atom has a rate per bond of Γ_a = 0.0591 s⁻¹ (basal) and Γ_c = 0.0105 s⁻¹ (c). In the clock followed above, the atom went from two basal neighbours to one, which divides its rate by e^(0.05/0.05799) ≈ 2.37.

**Are the event statistics unbiased?**

Let C be any class of channels fixed before the next event by the history of configurations and event times, without looking at the pending alarms. By the theorem, that event belongs to C with probability p = Σ_{j∈C} a_j/a₀. The difference between the indicator (1 or 0) and p has mean zero given the past. Differences from separate events are therefore uncorrelated, and their variances p(1 − p) add. The sum of differences divided by the root of the summed variances gives a score z, close to a standard normal variable for many events.

The class that matters most here is that of partly spent clocks: those that have already run at one rate and had it changed since their last draw. With four atoms on 27 periodic sites, 12,000 events gave these shares, with p computed afresh from the configuration each time:

- partly spent clocks: 0.9127 observed, 0.9148 predicted, z = −0.86;
- clocks rescaled at the previous event: 0.2479 and 0.2535, z = −1.59;
- atoms with a neighbour: 0.6807 and 0.6791, z = 0.54;
- hops along c: 0.0533 and 0.0560, z = −1.29.

About nine events in ten were thus triggered by reused numbers, at the frequency their rates demand. The mean of a₀Δ was 0.9988, where theory gives 1 with a standard error of 1/√12000 = 0.009.

For contrast, a faulty version left running clocks untouched when their rates changed between positive values. In 8000 events the first three scores became −27.3, −16.7 and −9.6, and the mean of a₀Δ rose to 2.12. The share of c hops still looked right, with z = −0.17, so a single plausible observable does not validate an implementation.

One channel shows why the mean can exceed 1. A clock drawn at rate a but labelled b has a mean normalised wait b/a. If changes by a factor q up and down are equally frequent, the average is (q + 1/q)/2 > 1. On the lattice this is the smaller part of the excess: if every channel that goes idle is given a fresh number, so that only the wrong labels remain, the mean is about 1.17. The larger part comes from storage. When a mislabelled channel goes idle, the faulty version stores b(τ − t), whose mean is b/a instead of 1, and the error passes into the channel's next active period. Such errors accumulate, so 2.12 is not a settled value: in a run of 32,000 events the mean over successive blocks of 8000 rose from about 2.2 to 2.6.

A transient tests the times and configurations together. Four atoms start in a compact cluster with repulsion energy 0.2500 eV. Solving the master equation for the same model gives a mean of 0.0893 eV after 1 s, on the way to 0.0532 eV at equilibrium. The mean of 2500 runs is 0.0881 ± 0.0011 eV (standard error here and below). The 43,156 partly spent residuals collected at that moment have mean 1.008, with expected standard error 0.005, and a Kolmogorov–Smirnov test against the unit exponential gives p = 0.22.

Locality can be read from a larger box of 216 sites and 26 atoms, which keeps the density around each atom nearly unchanged. The number of channels rises from 216 to 1728, while the alarms set from stored numbers per event go only from 14.9 to 16.6. This count includes the first use of a freshly drawn number, when its channel revives. Each event needs one fresh draw in either box.

**Tracer diffusion**

For an isolated atom D along an axis is half the sum of rate times squared displacement. Along a basal axis two hops have displacement ±a and four have ±a/2, where a now denotes the basal spacing; h is the spacing along c:

D_a = ½Γ_a(2a² + 4·a²/4) = (3/2)Γ_a a²
= 1.5 × 0.05913 × 0.32² nm²/s = 9.08 × 10⁻¹⁷ cm²/s,

D_c = ½Γ_c · 2h² = Γ_c h² = 7.13 × 10⁻¹⁸ cm²/s.

With other atoms present, successive hops are correlated. Seen from a tagged atom, the other three form a finite Markov chain with generator L. Let r be the rate of a transition, d the tagged atom's displacement in it (zero if another atom moves), and b = Σ r d the drift in a given state. Solve Lφ = −b. The drift of displacement plus φ then vanishes, so its increments are uncorrelated and their squares add. As φ is bounded, it does not affect long-time growth, and

D = ½⟨Σ r(d + φ′ − φ)²⟩,

with φ′ the value after the transition and the average taken at equilibrium. In the 27-site box this gives 1.594 × 10⁻¹⁶ cm²/s (basal) and 1.268 × 10⁻¹⁷ cm²/s (c). The next-reaction runs give (1.628 ± 0.046) × 10⁻¹⁶ and (1.311 ± 0.063) × 10⁻¹⁷ cm²/s, in agreement. The larger box gives (1.617 ± 0.079) × 10⁻¹⁶ and (1.244 ± 0.088) × 10⁻¹⁷ cm²/s; no finite-box effect is resolved at that precision. More precise sampling of the larger box gives about 1.52 × 10⁻¹⁶ cm²/s for the basal coefficient, so the small box overstates it by 4 to 5 per cent.

In 1000 h, or 3.6 × 10⁶ s, the small-box coefficients give an rms displacement √(2Dt) of about 340 nm along one basal axis and 96 nm along c.

**What the numbers mean for the metal**

The sampling errors of a few per cent are small beside the uncertainty of the model. A barrier error of 0.1 eV changes a rate by a factor of 5.6. The isolated-atom anisotropy D_a/D_c = 12.7 owes that same factor to the assumed barrier difference; equal barriers would leave about 2.3. It is an input, not a prediction for zirconium. Real oxygen can also pass through intermediate interstitial sites, which are here absorbed into effective direct hops; the resulting error has not been sized.

Interactions at the saddle matter even for the sign of the concentration effect. With a fixed saddle, the other atoms raise the basal D by a factor of 1.5937/0.9082 = 1.75 over that of an isolated atom. If the saddle is instead raised by the mean of the repulsions at origin and target, D falls to 0.438 of its former value (0.482 along c), and 1.75 × 0.438 = 0.77: crowding now slows the tracer. These are small-box values; the larger box gives about 1.68 in place of 1.75 and 0.74 in place of 0.77, so the change of sign remains. An assumed extra elastic energy of 0.02 eV would change a rate by a factor of 1.41. The leading Wigner tunnelling correction, with ν used as the barrier frequency, is 2 per cent.

Oxygen uptake beneath an oxide is driven by a concentration gradient, whereas the coefficients above describe a tagged atom at uniform concentration. In mean field, at site filling x = 26/216 = 0.1204 and with w = 6 × 0.05 + 2 × 0.10 = 0.50 eV, the chemical potential is μ = k_BT ln[x/(1 − x)] + wx, and

(x/k_BT) dμ/dx = 1/(1 − x) + xw/k_BT = 1.14 + 1.04 ≈ 2.2.

The first term comes from site exclusion, the second from repulsion. Mean field overstates the second, because it ignores that repelling atoms avoid one another: a transfer-matrix calculation for the same lattice gas at this filling gives a total of about 1.94. The coefficient that governs the levelling of a gradient is therefore larger than the tracer coefficient by a factor of roughly 1.9, if correlations between the displacements of different atoms are neglected. In the larger box these correlations add about 3 per cent with a fixed saddle, bringing the factor to about 2.0, and about 10 per cent with the raised saddle. All these factors belong to the fillings used here, 0.12 to 0.15. Metal touching the oxide is close to saturation, with a filling of roughly 0.4, where repulsion changes the rates far more: in this lattice gas the uncorrelated basal coefficient is about 12 times that of an isolated atom and the thermodynamic factor is about 6. At such fillings and temperatures oxygen in the real metal also orders on the octahedral sites, which the round repulsions used here are not fitted to describe. A model of oxide growth would need the chemical coefficient as a function of filling, and a moving metal–oxide boundary as well. The numerical output below lists the model parameters and the main results, including the mean-field factor.

Calculated quantities

```
temperature 673 K, kT = 0.05799 eV
spacings: basal 0.32 nm, c axis 0.26 nm
barriers: basal 1.9 eV, c axis 2.0 eV
repulsions: basal 0.05 eV, c axis 0.1 eV
attempt frequency 1.0e+13 1/s
isolated-atom rate per bond: basal 0.05913 1/s
isolated-atom rate per bond: c axis 0.01054 1/s
small box: 27 sites, 4 atoms, 216 channels
traced event: number 1, channel 26, t = 0.005357 s
traced clock: channel 72, old rate 0.331629 1/s
  new rate 0.140032 1/s
  old firing time 8.003965 s
  new firing time 18.948007 s
  residual hazard 2.652572 (no unit)
audited events: 12000 rescaled, 8000 stale
mean of total rate x wait: 0.9988 (z = -0.14)
exponential-law KS p-value 0.904, serial z = -1.20
event shares: observed, predicted, z
  partly spent clock: 0.9127, 0.9148, -0.86
  clock rescaled one event ago: 0.2479, 0.2535, -1.59
  hopper has a neighbour: 0.6807, 0.6791, 0.54
  hop along c: 0.0533, 0.0560, -1.29
same shares with stale clocks (faulty)
  partly spent clock: 0.8364, 0.9186, -27.33
  clock rescaled one event ago: 0.1878, 0.2599, -16.65
  hopper has a neighbour: 0.6783, 0.7124, -9.59
  hop along c: 0.0556, 0.0560, -0.17
stale mean of total rate x wait: 2.1200
reused residuals: 43156, mean 1.0079, KS p 0.219
repulsion energy at 0 s: 0.2500 eV, equilibrium 0.0532 eV
  at 1.0 s: exact 0.08926 eV
  2500 runs: 0.08806 +- 0.00110 eV
large box: 216 sites, 26 atoms, 1728 channels
clocks reset by reuse per event: small 14.85, large 16.55
D basal, isolated atom: 9.0822e-17 cm2/s
  exact small box 1.5937e-16 cm2/s, correlation factor 0.9745
  simulated small box 1.628e-16 +- 4.6e-18 cm2/s
  simulated large box 1.617e-16 +- 7.9e-18 cm2/s
D c axis, isolated atom: 7.1268e-18 cm2/s
  exact small box 1.2683e-17 cm2/s, correlation factor 0.9918
  simulated small box 1.311e-17 +- 6.3e-19 cm2/s
  simulated large box 1.244e-17 +- 8.8e-19 cm2/s
rms displacement in 1000 h: one basal axis 338.7 nm, c axis 95.6 nm
neglected: tunnelling factor (Wigner) 1.0212
neglected: repulsion at saddle, D ratio basal 0.438, c 0.482
neglected: elastic tail 0.02 eV, rate factor 1.412
barrier error 0.1 eV, rate factor 5.61
mean-field thermodynamic factor 2.175 at site filling 0.1204
```
